# The Corbino thin-film transistor: its geometry factor and where it fails, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a uniform ring to the transistor law

### What symmetry fixes before any equation is solved

Take a thin conducting sheet between two concentric circular contacts of radii $r_i < r_o$. Let the sheet be uniform and ohmic, with sheet resistance $R_s$ (the resistance of a square of any size). The resistance $R$ between the contacts has the same unit as $R_s$. No length enters except the two radii, so

$$
R = R_s \, h(x) , \qquad x = \frac{r_o}{r_i} ,
$$

where $h$ is a pure function of a pure number. Enlarging the whole ring leaves its resistance unchanged.

A second argument fixes $h$. By rotational symmetry every circle about the centre is an equipotential. Cutting the ring along a circle of radius $r_m$ and inserting a perfect conductor there changes nothing, so the two parts are resistors in series:

$$
h\!\left( \frac{r_o}{r_i} \right) = h\!\left( \frac{r_o}{r_m} \right) + h\!\left( \frac{r_m}{r_i} \right) .
$$

The two ratios on the right multiply to the ratio on the left. With $h(e^u) = g(u)$ this reads $g(u+v) = g(u) + g(v)$. The derivative of $g$ is therefore

$$
g'(u) = \lim_{v \to 0} \frac{g(u+v) - g(u)}{v} = \lim_{v \to 0} \frac{g(v)}{v} ,
$$

which does not depend on $u$. Its value follows from a very narrow ring. Such a ring is a strip of length $r v$ and width $2 \pi r$, bent into a circle, so $g(v) \to r v / (2 \pi r) = v / (2\pi)$. Hence $g(u) = u / (2\pi)$, and

$$
R = R_s \, \frac{\ln (r_o / r_i)}{2 \pi} .
$$

A straight strip of length $L$ and width $W$ has $R = R_s L / W$. For an ohmic sheet, then, the ring takes the place of a strip with

$$
\frac{W}{L} \;\to\; S = \frac{2 \pi}{\ln (r_o / r_i)} .
$$

A transistor channel is not a uniform sheet: its conductance falls from source to drain as the channel potential rises. It remains to find out whether the same $S$ survives this nonuniformity.

### The channel as a sheet whose conductance depends on potential

Consider an n-channel transistor with the gate beneath or above the whole ring. The source is at potential zero, the drain at $V_D \ge 0$, and the channel at radius $r$ is at $V(r)$. The gate voltage is $V_G$, the threshold voltage $V_T$, and the overdrive is $U = V_G - V_T > 0$. The gate insulator has capacitance $C$ per area.

The gradual-channel approximation says that the mobile charge at each point is set by the gate just above or below it, as in a parallel-plate capacitor. The voltage available for inducing electrons is $U - V$, so the electron sheet charge is $-|Q|$ with

$$
|Q| = C \, (U - V) .
$$

This requires the field along the film to vary slowly; the second half makes this quantitative. Multiplying by the mobility $\mu$ gives the local sheet conductance

$$
G(V) = \mu C \, (U - V) .
$$

I take $\mu$, $C$ and $V_T$ to be uniform, the contacts to be ideal, the flow to be steady and the gate to carry no current. For now the current is pure drift.

In atomic units $\hbar = e = m_e = 4 \pi \varepsilon_0 = 1$, so that $\varepsilon_0 = 1/(4\pi)$ and an insulator of relative permittivity $\kappa$ and thickness $d$ has $C = \kappa / (4 \pi d)$. The equations below keep the symbol $C$ and hold in any consistent set of units.

### Radial current conservation

The conventional sheet current density is $\mathbf{K} = - G(V) \nabla V$. It points from drain to source; the electrons move the other way. In steady state no charge accumulates, so $\nabla \cdot \mathbf{K} = 0$. For a potential that depends on $r$ alone,

$$
\frac{1}{r} \frac{d}{dr} \left( r \, G(V) \frac{dV}{dr} \right) = 0 .
$$

The bracket is constant. Multiplied by $2\pi$ it is, up to a sign, the current through a circle of radius $r$. With $I$ the magnitude of the drain current,

$$
I = 2 \pi r \, G(V) \left| \frac{dV}{dr} \right| .
$$

Let the drain be the outer contact, so that $dV/dr > 0$. Dividing by $2 \pi r$ and multiplying by $dr$ separates the variables:

$$
\frac{I}{2\pi} \frac{dr}{r} = G(V) \, dV .
$$

The left side is integrated from $r_i$ to $r_o$ and the right side from $0$ to $V_D$:

$$
\frac{I}{2 \pi} \ln \frac{r_o}{r_i} = \int_0^{V_D} G(V) \, dV .
$$

For a strip, the same steps start from $I = W G \, dV/dx$ and give $I L / W = \int_0^{V_D} G \, dV$. The integrals on the right are identical, so $W/L$ is replaced by $S$ for any $G$ that depends on $V$ alone. The linear form of $G$ has not yet been used.

If the drain is the inner contact, $V$ falls with increasing $r$. The separated equation becomes $(I/2\pi)\, dr / r = - G \, dV$. Going outward, $V$ runs from $V_D$ to $0$, and the minus sign reverses the limits. The integral is the same, and so is the current.

### Why the nonuniform channel keeps the ohmic factor

The result can be seen without assuming radial flow. Define

$$
\Phi(V) = \int_0^V G(V') \, dV' , \qquad \nabla \Phi = G(V) \nabla V .
$$

Conservation then reads $\nabla^2 \Phi = 0$: in this variable the channel behaves as a uniform sheet. On the source $\Phi = 0$, and on the drain $\Phi = \Phi(V_D)$. For $V < U$ the conductance is positive, so $\Phi$ rises steadily with $V$ and determines it.

There is one such solution. If there were two, their difference $\delta$ would obey $\nabla^2 \delta = 0$ and vanish on both contacts. Integration by parts over the ring gives

$$
\int |\nabla \delta|^2 \, dA = \oint \delta \, \frac{\partial \delta}{\partial n} \, ds - \int \delta \, \nabla^2 \delta \, dA = 0 ,
$$

so $\delta$ is constant, and the constant is zero. Since a radial solution exists, it is the solution. Radial flow is thus a consequence of the circular contacts and the uniform film.

The nonlinearity of the transistor sits entirely in the number $\Phi(V_D)$, and the geometry sits entirely in $S$. This is why the series argument for an ohmic ring already gave the right factor.

### The triode law and pinch-off

Now the linear conductance is inserted:

$$
\int_0^{V_D} \mu C (U - V) \, dV = \mu C \left( U V_D - \frac{V_D^2}{2} \right) .
$$

The current for $0 \le V_D \le U$ is

$$
I = \frac{2 \pi}{\ln (r_o / r_i)} \, \mu C \left( U V_D - \frac{V_D^2}{2} \right) .
$$

For $V_D \ll U$ the quadratic term drops out and $I = S \mu C U V_D$. This is the uniform ring again, with $R_s = 1/(\mu C U)$.

The slope $dI/dV_D = S \mu C (U - V_D)$ vanishes at $V_D = U$. There the mobile charge at the drain vanishes as well, and the current is

$$
I_p = \frac{S}{2} \mu C U^2 = \frac{\pi}{\ln (r_o / r_i)} \, \mu C U^2 .
$$

The triode formula must not be continued to $V_D > U$, where it would call for a negative $|Q|$ near the drain. The ideal model holds the current at $I_p$ there. The second half finds the correction.

### Numbers for one ring

The example has $r_i = 20$ µm, $r_o = 40$ µm and a channel length $L = r_o - r_i = 20$ µm. Its insulator is 100 nm thick with $\kappa = 3.9$, which gives $C = 0.03453$ µF/cm². The mobility is 10 cm²/Vs, the threshold 1 V and the overdrive 10 V. These are round values in the regime of an amorphous indium gallium zinc oxide film on silicon dioxide, roughly typical and not measured on a particular device.

The geometry factor is

$$
S = \frac{2\pi}{\ln 2} = \frac{2\pi}{0.69315} = 9.0647 .
$$

The product $\mu C$ is $10 \times 0.03453 = 0.3453$ µA/V². At $V_D = 5$ V the bracket in the triode law is $10 \times 5 - 25/2 = 37.5$ V², so

$$
I = 9.0647 \times 0.3453 \times 37.5 \ \text{µA} = 117.4 \ \text{µA} .
$$

At pinch-off the bracket is $50$ V² and $I_p = 156.5$ µA. The same calculation done throughout in atomic units gives $0.023629$. The ratio of the two values, 6.62 mA, is the atomic unit of current.

Two numerical tests bear on the derivation. In the first, $\nabla \cdot (G \nabla V) = 0$ was solved at $V_D = 5$ V on a two-dimensional triangular mesh, with 30 intervals along the radius and 96 around the circle. The mesh and the contact voltages share a 96-fold rotational symmetry, so this tests the radial dependence and the current, while the radial direction of the flow rests on the uniqueness argument above. It gave 117.42 µA against 117.38 µA from the formula. In the second, the conservation equation was integrated from one contact to the other, and the current was adjusted until the far contact was met at the right voltage. For $V_D = 1$, 5 and 10 V, and for either choice of drain, the current agreed with the formula to within one part in a million.

### The potential inside the ring

Exchanging source and drain preserves the current but not the potential. With the source inside, integrate the separated equation only as far as $r$:

$$
\frac{I}{2\pi} \ln \frac{r}{r_i} = \mu C \left( U V - \frac{V^2}{2} \right) .
$$

Multiplying by $2/(\mu C)$ and collecting terms gives a quadratic equation,

$$
V^2 - 2 U V + \frac{I}{\pi \mu C} \ln \frac{r}{r_i} = 0 .
$$

Its roots are $U$ plus or minus a square root. The source condition $V(r_i) = 0$ selects the minus sign:

$$
V(r) = U - \sqrt{ U^2 - \frac{I}{\pi \mu C} \ln \frac{r}{r_i} } .
$$

With the source outside, the integration starts from $r_o$, and $\ln (r/r_i)$ is replaced by $\ln (r_o / r)$.

Inserting the triode current makes the numbers easy. The term subtracted under the root becomes $(2 U V_D - V_D^2)$ times the fraction of the total logarithm already crossed. At $V_D = 5$ V the bracket is $75$ V². At $r = 30$ µm, starting from the inner source, the fraction is $\ln 1.5 / \ln 2 = 0.585$, so

$$
V = 10 - \sqrt{100 - 75 \times 0.585} = 2.51 \ \text{V} .
$$

Starting from the outer source, the fraction is $0.415$ and $V = 1.70$ V. At this radius the potential is higher when the source is inside, because the narrow inner circles, which take more than half of the logarithm, have then already been crossed. Closer to the inner contact than $\sqrt{r_i r_o} = 28.3$ µm, where the logarithm is halved, the order is reversed. The mesh solution, which had its source inside, agreed with the formula to within 0.02 V at every node.

### The narrow-ring limit

The straight transistor with the same $L$ and the same current has the width

$$
W_{eq} = S L = \frac{2 \pi L}{\ln (r_o / r_i)} = 9.0647 \times 20 \ \text{µm} = 181.3 \ \text{µm} .
$$

A simpler estimate uses the circumference at the mean radius $r_m = (r_i + r_o)/2 = 30$ µm, which is 188.5 µm. To compare the two, write $r_o = r_m (1 + \eta)$ and $r_i = r_m (1 - \eta)$ with $\eta = L / (2 r_m)$. Then

$$
\frac{2 \pi r_m}{W_{eq}} = \frac{r_m}{L} \ln \frac{1 + \eta}{1 - \eta} = \frac{1}{2 \eta} \left( 2 \eta + \frac{2 \eta^3}{3} + \dots \right) = 1 + \frac{\eta^2}{3} + \dots
$$

Here the series of $\ln (1 + \eta)$ and $\ln (1 - \eta)$ were subtracted, which leaves twice the odd powers. Since $\eta^2 / 3 = L^2 / (12 r_m^2)$, the mean circumference overestimates the current by this fraction at leading order. For the example it is $400 / (12 \times 900) = 3.70$ %, and the full excess, relative to the logarithmic result, is 3.97 %. As $L / r_m \to 0$ the excess vanishes and the ring becomes a strip joined end to end.

In the opposite limit, $r_i \to 0$ at fixed $r_o$, the factor $S$ tends to zero, but slowly. Halving $S$ requires squaring the ratio $r_o / r_i$. The current is then throttled by the small circles near the inner contact.

## Second half: what the factor survives and what breaks it

The ring has radii $r_i = 20$ µm and $r_o = 40$ µm, with $L = r_o - r_i$ and $S = 2\pi / \ln (r_o / r_i) = 9.0647$. The overdrive is $U = 10$ V, $V_D$ is the drain voltage, $V$ the local channel potential, $\mu$ the mobility and $C$ the gate capacitance per area. The first half showed that

$$
I = S \int_0^{V_D} G(V) \, dV
$$

whenever the local sheet conductance depends on $V$ alone. For $G = \mu C (U - V)$ the current is 117.4 µA at $V_D = 5$ V, and at pinch-off it is $I_p = S \mu C U^2 / 2 = 156.5$ µA. Each effect below is sized separately, with the other parameters held fixed.

### First generalization: a mobility that depends on the overdrive

In amorphous oxides the mobility commonly rises with electron density. A simple model is

$$
\mu(V) = \mu_0 \left( 1 - \frac{V}{U} \right)^{\gamma} ,
$$

where $\mu_0$ is the mobility at the source. Then $G = \mu_0 C U (1 - V/U)^{1+\gamma}$ still depends on $V$ alone, and $S$ is unchanged. With $w = 1 - V/U$ and $dV = - U \, dw$, the pinch-off integral is

$$
\int_0^U G \, dV = \mu_0 C U^2 \int_0^1 w^{1 + \gamma} \, dw = \frac{\mu_0 C U^2}{2 + \gamma} .
$$

Relative to the constant-mobility value $\mu_0 C U^2 / 2$, the current is multiplied by $2 / (2 + \gamma)$. As $\gamma \to 0$ this tends to one. For $\gamma = 0.2$ it is $0.909$, a loss of 9.1 %. Integrating the conservation equation with this $G$ and an outer drain gave the same pinch-off current to within one part in $10^5$. The current moves and the geometry factor stays.

### Second generalization: diffusion

Electrons also diffuse toward the drain, where their density is lower. Let $\psi$ be the electrostatic channel potential and $D$ the diffusion coefficient. For an outer drain both contributions carry electrons outward, so their magnitudes add:

$$
I = 2 \pi r \left( \mu |Q| \frac{d\psi}{dr} - D \frac{d|Q|}{dr} \right) , \qquad |Q| = C (U - \psi) .
$$

Divide by $2\pi r \mu$ and integrate over $r$. In the first term $d\psi = - d|Q| / C$. With $Q_s$ and $Q_d$ the magnitudes of the sheet charge at source and drain,

$$
\frac{I}{2 \pi \mu} \ln \frac{r_o}{r_i} = \frac{Q_s^2 - Q_d^2}{2 C} + \int_{Q_d}^{Q_s} \frac{D}{\mu} \, d|Q| .
$$

The right side contains no radius, provided that $D/\mu$ depends on the local density alone. The logarithm therefore survives diffusion as well.

For nondegenerate electrons the Einstein relation gives $D / \mu = \phi_t$, where $\phi_t = k_B T / e$ is $0.02585$ V at 300 K. In saturation $Q_d \approx 0$ and $Q_s = C U$, and the ratio of diffusion to drift is

$$
\frac{\phi_t \, C U}{C U^2 / 2} = \frac{2 \phi_t}{U} = 0.52 \ \% .
$$

Degeneracy raises $D/\mu$. For one two-dimensional parabolic band, $n = N \ln (1 + e^{\zeta})$, where $N$ is the density of states times $k_B T$ and $\zeta$ is the Fermi level above the band edge divided by $k_B T$. The general Einstein relation is $D/\mu = \phi_t \, n / (dn/d\zeta)$. Differentiating,

$$
\frac{dn}{d\zeta} = \frac{N}{1 + e^{-\zeta}} = N \left( 1 - e^{-n/N} \right) ,
$$

because $e^{-n/N} = 1/(1 + e^{\zeta})$. The source density is $C U / e = 2.2 \times 10^{12}$ cm⁻². With a rough effective mass of $0.34$ electron masses, the Fermi level lies about 6 meV below the band edge, so the gas is on the border of degeneracy. In this one-band model the ratio of diffusion to drift rises to 0.60 %; higher subbands of the accumulation layer would lower the Fermi level by a few meV and pull the ratio partway back toward the nondegenerate value. Diffusion is a small correction here; it would dominate near and below threshold, where $U$ is comparable to $\phi_t$ or negative and the charge law used above fails.

The factor $S = 2\pi / \ln (r_o / r_i)$ replaces $W/L$ whenever the local sheet conductance depends on the potential alone, and the logarithm also survives diffusion if $D/\mu$ depends on the local density alone. What remains is to see how a field-dependent mobility, contact resistance and the channel beyond pinch-off break this simple rule, and to size heating and gate leakage.
